\section*{Phases and Hermiticity of KKR structure constants for multi-atom cells, part 2}

For a crystal with several atoms per cell, we ask how the KKR structure constants $A$ change when atoms are replaced by their images in other cells, and when $A$ is Hermitian. Rydberg units are used, $\hbar^2/2m=1$, with lengths in bohr, $E=\kappa^2$ and $\operatorname{Im}\kappa\ge0$. Sites lie at $\mathbf R+\boldsymbol\tau_s$, with $\mathbf R$ in a Bravais lattice of cell volume $\Omega$. Here $\boldsymbol\tau_{st}=\boldsymbol\tau_s-\boldsymbol\tau_t$, $\mathbf q=\mathbf k+\mathbf K$, $\mathbf K$ and $\mathbf K_0$ are reciprocal lattice vectors, $\mathbf k$ is real, and $d$ is the shortest intersite distance. The harmonics $Y_L$, $L=(l,m)$, are real and orthonormal, $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat{\mathbf p}$ vanishes for odd $l+l'+l''$, and $h_l=j_l+in_l$. With $G_0(\mathbf r)=-e^{i\kappa r}/(4\pi r)$ and, in the third line, $\mathbf x=\boldsymbol\rho-\boldsymbol\rho'$,
\begin{align}
e^{i\mathbf p\cdot\mathbf x}&=4\pi\sum_Li^lj_l(px)Y_L(\hat{\mathbf x})Y_L(\hat{\mathbf p}),\tag{\ref{rayleigh}}\\
G_0(\mathbf r-\mathbf r')&=-i\kappa\sum_Lj_l(\kappa r_<)h_l(\kappa r_>)Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')\nonumber\\
&=\kappa\sum_Lj_l(\kappa r_<)n_l(\kappa r_>)Y_LY_L-i\kappa\sum_Lj_l(\kappa r)j_l(\kappa r')Y_LY_L,\tag{\ref{g0exp}}\\
j_{l''}(\kappa x)Y_{L''}(\hat{\mathbf x})&=4\pi\sum_{LL'}i^{\,l-l'-l''}C_{LL'L''}\,j_l(\kappa\rho)Y_L(\hat{\boldsymbol\rho})\,j_{l'}(\kappa\rho')Y_{L'}(\hat{\boldsymbol\rho}').\tag{\ref{addition}}
\end{align}
The Bloch Green function $G_{\mathbf k}$ and, for $\rho+\rho'<d$, the constants $A$ and $D$ are defined by
\begin{gather}
(\nabla^2+E)G_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\delta(\mathbf r-\mathbf R),\qquad G_{\mathbf k}(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}G_{\mathbf k}(\mathbf r),\tag{\ref{pde}}\\
\begin{aligned}
G_{\mathbf k}(\boldsymbol\tau_{st}+\boldsymbol\rho-\boldsymbol\rho')={}&\delta_{st}\,\kappa\sum_Lj_l(\kappa\rho_<)n_l(\kappa\rho_>)Y_L(\hat{\boldsymbol\rho})Y_L(\hat{\boldsymbol\rho}')\\
&+\sum_{LL'}j_l(\kappa\rho)Y_L(\hat{\boldsymbol\rho})\,A^{st}_{LL'}(\mathbf k,E)\,j_{l'}(\kappa\rho')Y_{L'}(\hat{\boldsymbol\rho}'),
\end{aligned}\tag{\ref{def}}\\
G_{\mathbf k}(\boldsymbol\tau_{st}+\mathbf x)+\delta_{st}\frac{\cos\kappa x}{4\pi x}=\sum_LD^{st}_L\,j_l(\kappa x)Y_L(\hat{\mathbf x}),\tag{\ref{Ddef}}\\
A^{st}_{LL'}=4\pi\sum_{L''}i^{\,l-l'-l''}C_{LL'L''}D^{st}_{L''},\tag{\ref{AD}}\\
A^{st}_{L'L}=(-1)^{l+l'}A^{st}_{LL'}.\tag{\ref{transp}}
\end{gather}
The result to be derived twice, for $E\ne q^2$ and $E\ne0$, is
\begin{align}
\bigl(A^{ts}_{L'L}\bigr)^*&=A^{st}_{LL'}&&(E>0),\tag{\ref{hermp}}\\
\bigl(A^{ts}_{L'L}\bigr)^*&=(-1)^{l+l'}A^{st}_{LL'}&&(E<0),\tag{\ref{hermn}}\\
B(E)^\dagger&=B(E^*),\quad B^{st}_{LL'}=\kappa^{l+l'}A^{st}_{LL'}&&(\text{any }E),\tag{\ref{hermB}}\\
A^{st}_{LL'}(\mathbf k)&=A^{ts}_{L'L}(-\mathbf k)&&(\text{any }E),\tag{\ref{recipr}}
\end{align}
and, under the shift $\boldsymbol\tau_s\to\boldsymbol\tau_s+\mathbf T_s$ by lattice vectors,
\begin{equation}
A'^{\,st}_{LL'}=e^{i\mathbf k\cdot(\mathbf T_s-\mathbf T_t)}A^{st}_{LL'},\qquad A(\mathbf k+\mathbf K_0)=A(\mathbf k).
\tag{\ref{shift}}
\end{equation}
The first derivation, so far for $\operatorname{Im}\kappa>0$, uses
\begin{gather}
G_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}G_0(\mathbf r-\mathbf R),\tag{\ref{latsum}}\\
d^{st}_L(\mathbf k,\kappa)=-i\kappa{\sum_{\mathbf R}}'e^{i\mathbf k\cdot\mathbf R}\,h_l(\kappa a)Y_L(\hat{\mathbf a}),\qquad\mathbf a=\mathbf R-\boldsymbol\tau_{st},\tag{\ref{hankel}}
\end{gather}
where the prime omits $a=0$. The outgoing-wave matrix $g$, built from $d^{st}_L$ by (\ref{AD}), and the conjugation rule, with $\bar\kappa=-\kappa^*$, are
\begin{gather}
g^{st}_{LL'}=A^{st}_{LL'}+i\kappa\,\delta_{st}\delta_{LL'},\tag{\ref{gA}}\\
A^{ts}_{L'L}(\kappa)^*=A^{st}_{L'L}(\bar\kappa)=(-1)^{l+l'}A^{st}_{LL'}(\bar\kappa).\tag{\ref{conj}}
\end{gather}

\subsection{The positive axis}

At $E>0$ the terms of (\ref{hankel}) fall only as $1/a$, and the sum has to be read as the limit $z=E+i\epsilon$, $\epsilon\to0^+$. Equation (\ref{conj}) then relates the value above the axis to the value below it, which is not yet Hermiticity. Each term $G_0$ does jump across the axis, by a multiple of $\sin(\kappa r)/r$, so an argument about the whole sum is needed. Green's theorem on one cell supplies it. Let $u(\mathbf r)=G_{\mathbf k}(\mathbf r-\mathbf r_1;z)$ and $v(\mathbf r)=G_{\mathbf k}(\mathbf r-\mathbf r_2;z)$. Then
\begin{equation}
u^*(\nabla^2+z)v-v(\nabla^2+z^*)u^*=\nabla\cdot(u^*\nabla v-v\nabla u^*)+(z-z^*)u^*v .
\end{equation}
For real $\mathbf k$ the Bloch phases of $u^*$ and $v$ cancel, the vector field is periodic, and its flux through opposite faces of the cell cancels. On the left, the cell holds one image $\mathbf r_2+\mathbf R_2$ of the source of $v$, which contributes $e^{i\mathbf k\cdot\mathbf R_2}u^*(\mathbf r_2+\mathbf R_2)=u^*(\mathbf r_2)$, and the source of $u^*$ likewise contributes $-v(\mathbf r_1)$. Thus
\begin{equation}
G_{\mathbf k}(\mathbf r_2-\mathbf r_1;z)^*-G_{\mathbf k}(\mathbf r_1-\mathbf r_2;z)=2i\epsilon\int_{\rm cell}u^*v\,d^3r .
\label{green}
\end{equation}
If $G_{\mathbf k}$ has a limit as $\epsilon\to0$ and its norm over the cell stays bounded, the right side vanishes and $G_{\mathbf k}(\mathbf r)^*=G_{\mathbf k}(-\mathbf r)$. This derivation takes that condition as an assumption; the second derivation shows that it holds exactly when $E\ne q^2$. Now write (\ref{Ddef}) for the pair $ts$ at $-\mathbf x$ and compare with its conjugate for $st$ at $\mathbf x$. The cosine and $j_l(\kappa x)$ are real for real $\kappa$, and uniqueness of the coefficients gives
\begin{equation}
(D^{st}_L)^*=(-1)^lD^{ts}_L\qquad(E>0).
\label{Dherm}
\end{equation}
Inserted in (\ref{AD}), $(A^{ts}_{L'L})^*=(-1)^{l+l'}A^{st}_{L'L}=A^{st}_{LL'}$, which is (\ref{hermp}). The limit also carries (\ref{shift}) and (\ref{recipr}) to the positive axis. From (\ref{gA}), $g-g^\dagger=2i\kappa$ times the unit matrix. The outgoing waves from all other sites add up, at the reference site, to an anti-Hermitian part that cancels the term $-i\kappa$ of the site's own outgoing wave, so that no net flux leaves the cell.

\section{Second derivation: plane waves}

\subsection{The spectral sum and its projection}

Start from (\ref{pde}) alone. The function $e^{-i\mathbf k\cdot\mathbf r}G_{\mathbf k}$ is periodic, so $G_{\mathbf k}=\sum_{\mathbf K}c_{\mathbf K}e^{i\mathbf q\cdot\mathbf r}$. Multiplying the source by $e^{-i\mathbf q\cdot\mathbf r}/\Omega$ and integrating over a cell gives the coefficient $1/\Omega$, so $(E-q^2)c_{\mathbf K}=1/\Omega$ and
\begin{equation}
G_{\mathbf k}(\mathbf r;E)=\frac1\Omega\sum_{\mathbf K}\frac{e^{i\mathbf q\cdot\mathbf r}}{E-q^2}.
\label{spectral}
\end{equation}
The solution exists and is unique when $E\neq q^2$ for all $\mathbf K$. At $E=q^2$ the equation for that coefficient has no solution. This function equals (\ref{latsum}) where the latter converges, because the cell integrals of the terms of (\ref{latsum}) join into one integral over all space,
\begin{equation}
\int G_0\,e^{-i\mathbf q\cdot\mathbf r}d^3r=-\frac1q\int_0^\infty e^{i\kappa r}\sin qr\,dr=-\frac1{q^2-\kappa^2},
\end{equation}
where $\int_0^\infty e^{-\gamma r}\sin qr\,dr=q/(q^2+\gamma^2)$ was used with $\gamma=-i\kappa$. Parseval's relation gives $\int_{\rm cell}|G_{\mathbf k}|^2=\Omega^{-1}\sum_{\mathbf K}|z-q^2|^{-2}$, which converges like $\int dq/q^2$ and stays finite as $\epsilon\to0$ if $E\ne q^2$. The difference $G_{\mathbf k}(z)-G_{\mathbf k}(z_0)$ has terms of order $q^{-4}$, converges absolutely, and is continuous in $z$ off the poles. This establishes the assumption made below (\ref{green}).

With $\mathbf r=\boldsymbol\tau_{st}+\boldsymbol\rho-\boldsymbol\rho'$ each plane wave factorizes into $e^{i\mathbf q\cdot\boldsymbol\tau_{st}}e^{i\mathbf q\cdot\boldsymbol\rho}e^{-i\mathbf q\cdot\boldsymbol\rho'}$. Choose radii $\rho\ne\rho'$ at which the functions $j_l(\kappa\rho)$ and $j_{l'}(\kappa\rho')$ do not vanish, project (\ref{def}) on $Y_L(\hat{\boldsymbol\rho})Y_{L'}(\hat{\boldsymbol\rho}')$, use (\ref{rayleigh}) twice and divide by $j_l(\kappa\rho)j_{l'}(\kappa\rho')$:
\begin{equation}
A^{st}_{LL'}=\frac{(4\pi)^2}{\Omega}\,i^{\,l-l'}\sum_{\mathbf K}\frac{e^{i\mathbf q\cdot\boldsymbol\tau_{st}}Y_L(\hat{\mathbf q})Y_{L'}(\hat{\mathbf q})}{E-q^2}\,\frac{j_l(q\rho)j_{l'}(q\rho')}{j_l(\kappa\rho)j_{l'}(\kappa\rho')}-\delta_{st}\delta_{LL'}\,\kappa\,\frac{n_l(\kappa\rho_>)}{j_l(\kappa\rho_>)}.
\label{kr}
\end{equation}
The two Bessel functions of $q$ each fall as $1/q$, so the terms are of order $q^{-4}$ and the sum converges absolutely. The series (\ref{spectral}) itself does not, and the term-by-term projection is justified below with a Gaussian convergence factor. The left side does not depend on the radii, by the argument that led to (\ref{AD}).

\subsection{Symmetries read off from the sum}

The basis enters (\ref{kr}) only through $e^{i\mathbf q\cdot\boldsymbol\tau_{st}}$. Under the shift this factor gains $e^{i(\mathbf k+\mathbf K)\cdot(\mathbf T_s-\mathbf T_t)}=e^{i\mathbf k\cdot(\mathbf T_s-\mathbf T_t)}$, which is independent of $\mathbf K$ because $\mathbf K\cdot\mathbf T$ is a multiple of $2\pi$. It comes out of the sum, and the last term has $s=t$. The set of vectors $\mathbf q$ is the same for $\mathbf k$ and $\mathbf k+\mathbf K_0$. Together these give (\ref{shift}).

Write (\ref{kr}) for $A^{ts}_{L'L}$ with the radii exchanged, so that $l$ stays with $\rho$, and conjugate. The factor $i^{\,l'-l}$ becomes $i^{\,l-l'}$, the phase $e^{i\mathbf q\cdot\boldsymbol\tau_{ts}}$ becomes $e^{i\mathbf q\cdot\boldsymbol\tau_{st}}$, and $E\to E^*$, $\kappa\to\kappa^*$ elsewhere. For $E>0$ everything else is real, which gives (\ref{hermp}). For general $E$, multiply by $\kappa^{l+l'}$. The combinations $\kappa^{-l}j_l(\kappa\rho)$ and $\kappa^{l+1}n_l(\kappa\rho)$ are power series in $\kappa^2=E$ with real coefficients. The first term of $B$ contains $\kappa$ only through the first combination, and the last term is $\kappa^{2l+1}n_l/j_l$, the ratio of the two. So $B$ is a single-valued function of $E$, and conjugation gives (\ref{hermB}). For $E<0$, $B^\dagger=B$ with $\kappa^*=-\kappa$ gives (\ref{hermn}). For reciprocity, write $A^{ts}_{L'L}(-\mathbf k)$ and substitute $\mathbf q\to-\mathbf q$. The phase becomes $e^{-i\mathbf q\cdot\boldsymbol\tau_{ts}}=e^{i\mathbf q\cdot\boldsymbol\tau_{st}}$, and $i^{\,l'-l}(-1)^{l+l'}=i^{\,l-l'}$, which is (\ref{recipr}).

Near a non-degenerate free-electron energy $E=q_0^2\neq0$ the Bessel ratio tends to one, and
\begin{equation}
A^{st}_{LL'}\simeq\frac{w^s_L\,(w^t_{L'})^*}{\Omega\,(E-q_0^2)},\qquad w^s_L=4\pi i^lY_L(\hat{\mathbf q}_0)\,e^{i\mathbf q_0\cdot\boldsymbol\tau_s}.
\end{equation}
The residue has rank one, and $w^s_L$ is the partial-wave amplitude of the plane wave $e^{i\mathbf q_0\cdot\mathbf r}$ about site $s$. The sublattice phase is the phase of that plane wave at the site. As $E\to0$ with $\mathbf k$ not a reciprocal lattice vector, $B$ stays finite while $A=\kappa^{-l-l'}B$ diverges wherever $l+l'>0$ and $B$ does not vanish.

\subsection{Ewald form}

The sum (\ref{kr}) converges slowly, and the Ewald method replaces it. For $\operatorname{Re}E<0$, $1/(E-q^2)=-\int_0^\infty e^{(E-q^2)t}dt$. The part $t>1/\eta$ integrates to $e^{(E-q^2)/\eta}/(E-q^2)$. For $t<1/\eta$ use
\begin{equation}
\frac1\Omega\sum_{\mathbf K}e^{i\mathbf q\cdot\mathbf r-q^2t}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}(4\pi t)^{-3/2}e^{-|\mathbf r-\mathbf R|^2/4t},
\end{equation}
which holds because the Fourier coefficient of the right side unfolds to the transform $e^{-q^2t}$ of the normalized Gaussian. With $t=1/(4\xi^2)$ one has $|dt|=d\xi/(2\xi^3)$ and $(4\pi t)^{-3/2}=\pi^{-3/2}\xi^3$, and $t<1/\eta$ becomes $\xi>\xi_0=\sqrt\eta/2$. Then $G_{\mathbf k}=G_1+G_2$ with
\begin{align}
G_1&=\frac1\Omega\sum_{\mathbf K}e^{i\mathbf q\cdot\mathbf r}\,\frac{e^{(E-q^2)/\eta}}{E-q^2},\\
G_2&=-\frac1{2\pi^{3/2}}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\int_{\xi_0}^\infty e^{-|\mathbf r-\mathbf R|^2\xi^2+E/4\xi^2}d\xi .
\end{align}
Both sums have Gaussian convergence for every $E$. $G_2$ is entire in $E$ and $G_1$ has poles at $q^2$ only, so the pair continues $G_{\mathbf k}$ to all $E\ne q^2$. As $\eta\to\infty$, $G_2\to0$ uniformly on sets that keep a finite distance from all lattice points. The arguments $\boldsymbol\tau_{st}+\boldsymbol\rho-\boldsymbol\rho'$, with $\boldsymbol\rho$ and $\boldsymbol\rho'$ on two spheres of unequal radii and $\rho+\rho'<d$, form such a set. $G_1$ may be projected term by term, and the absolute convergence of (\ref{kr}) lets the Gaussian factor tend to one under the sum. This justifies (\ref{kr}).

To find $D_L$, project (\ref{Ddef}) on $Y_L(\hat{\mathbf x})$ and compare the coefficients of $x^l$; the right side gives $D_L\kappa^l/(2l+1)!!$. In $G_1$, (\ref{rayleigh}) gives $4\pi i^lq^lY_L(\hat{\mathbf q})/(2l+1)!!$ for each plane wave. In $G_2$, for $a\ne0$,
\begin{equation}
e^{-|\mathbf x-\mathbf a|^2\xi^2}=e^{-a^2\xi^2}e^{-x^2\xi^2}e^{2\xi^2\mathbf x\cdot\mathbf a}.
\end{equation}
The last factor follows from (\ref{rayleigh}) with $p=-2i\xi^2a$, with leading term $4\pi i^l(-2i\xi^2ax)^lY_L(\hat{\mathbf a})/(2l+1)!!=4\pi(2\xi^2ax)^lY_L(\hat{\mathbf a})/(2l+1)!!$. The factor $e^{-x^2\xi^2}$ changes only higher powers of $x$. The constant is $4\pi2^l/(2\pi^{3/2})=2^{l+1}/\sqrt\pi$. The term $a=0$ is spherical and feeds $L=0$ only. Expand $e^{E/4\xi^2}$ in powers $n$. For $n=0$, $\int_{\xi_0}^\infty e^{-x^2\xi^2}d\xi=\sqrt\pi/(2x)-\xi_0+O(x^2)$, whose first part gives $-1/(4\pi x)$ and cancels the singularity of the cosine term. For $n\ge1$ at $x=0$, $\int_{\xi_0}^\infty\xi^{-2n}d\xi=\xi_0^{1-2n}/(2n-1)$ and $(E/4\xi_0^2)^n=(E/\eta)^n$. The term $-\xi_0$ fits this pattern at $n=0$. The value at $x=0$ is $-\xi_0(2\pi^{3/2})^{-1}\sum_n(E/\eta)^n/[n!(2n-1)]$, and division by $Y_0=(4\pi)^{-1/2}$ gives the prefactor $\xi_0/\pi=\sqrt\eta/2\pi$. Collecting, $D=D^{(1)}+D^{(2)}+D^{(3)}$ with
\begin{align}
D^{(1)st}_L&=\frac{4\pi}\Omega\,i^l\kappa^{-l}\sum_{\mathbf K}q^lY_L(\hat{\mathbf q})\,e^{i\mathbf q\cdot\boldsymbol\tau_{st}}\,\frac{e^{(E-q^2)/\eta}}{E-q^2},\label{D1}\\
D^{(2)st}_L&=-\frac{2^{l+1}}{\sqrt\pi}\,\kappa^{-l}{\sum_{\mathbf R}}'e^{i\mathbf k\cdot\mathbf R}a^lY_L(\hat{\mathbf a})\int_{\sqrt\eta/2}^\infty\xi^{2l}e^{-a^2\xi^2+E/4\xi^2}d\xi,\label{D2}\\
D^{(3)st}_L&=-\delta_{st}\delta_{L0}\,\frac{\sqrt\eta}{2\pi}\sum_{n=0}^\infty\frac{(E/\eta)^n}{n!\,(2n-1)}.\label{D3}
\end{align}
The total is independent of $\eta$, since $\eta$ only splits an integral. The two forms of the sublattice dependence appear side by side, and they must belong to the same convention. The monatomic case is recovered with $\boldsymbol\tau_{st}=0$.

\section{What each derivation assumes}

Both derivations share the expansions (\ref{rayleigh}) to (\ref{addition}), the condition $\rho+\rho'<d$, and real $\mathbf k$ wherever a conjugation occurs. For complex $\mathbf k$, as in a search for evanescent states, the shift rule keeps its form where the sums are defined, but its phases are no longer unimodular, the flux term in Green's theorem does not cancel, and (\ref{hermp}) to (\ref{hermB}) fail.

The real-space derivation assumes $\operatorname{Im}\kappa>0$ and needs no sum over the reciprocal lattice, which enters only through $e^{i\mathbf K_0\cdot\mathbf R}=1$. Because the sum converges absolutely, the shift rule and reciprocity follow from relabelling its terms. The relations (\ref{hermn}) and (\ref{hermB}) need in addition the conjugation rule of $h_l$, which connects the sums at $E$ and $E^*$. The relabellings use two lattice properties, closure under translation and closure under $\mathbf R\to-\mathbf R$. The second holds for every Bravais lattice and does not require the crystal with its basis to have an inversion centre. On the positive axis the derivation is incomplete: it needs the existence of a bounded limit $\epsilon\to0$, which is not shown there, and it does not locate the poles. It gives $g$ directly, as a sum of free propagations from the images of site $t$ to the reference site $s$, with no scattering in between.

The plane-wave derivation assumes the completeness of Fourier series on the cell and the condition $E\ne q^2$. It treats all energies alike, exhibits the poles and their residues, and needs no outgoing boundary condition, because (\ref{pde}) has a unique solution off the poles. The retarded and advanced lattice Green functions therefore coincide at real $E\neq q^2$, and the term $i\kappa$ in (\ref{gA}) reflects only which kernel is subtracted on the home site. Its cost is that (\ref{spectral}) does not converge absolutely, so that its term-by-term projection needs a regularization. Both derivations, as given, rely on perfect three-dimensional periodicity. For a finite cluster, (\ref{hankel}) loses its sum over cells, and the discrete sum (\ref{spectral}) is replaced by a Fourier integral over all $\mathbf q$, which at $E>0$ does need the outgoing boundary condition, as the limit $E+i\epsilon$, $\epsilon\to0^+$.

The reality of $Y_L$ was used in both. Complex harmonics are a unitary transformation within each $l$. If the second harmonic in (\ref{def}) is conjugated, (\ref{hermp}) to (\ref{hermB}) and (\ref{shift}) keep their form, while (\ref{transp}) and (\ref{recipr}), which involve a transpose, change. With real harmonics, (\ref{recipr}) and (\ref{hermp}) combine to $A(-\mathbf k)=A(\mathbf k)^*$ for $E>0$.

The two derivations agree on the symmetry and shift rules, the second supplying the bounded limit that the first assumes at $E>0$, and the Ewald form makes the constants computable. What remains is to use them in the secular equation, the other phase convention, supercell folding and a numerical example.
